# Downfolding an axial s orbital into a square-lattice d band: a numerical check

```python
"""
Result under test: a d(x2-y2) band on a square lattice, coupled to a high axial
s level by V (cos kx - cos ky), acquires second- and third-neighbour hoppings
h(1,1) = 2 t_sd^2/Delta and h(2,0) = -t_sd^2/Delta, whose ratio is -2.
The ratio for the full lower band is -2 (1 + V^2/Delta^2 + O(Delta^-4)).

Symbols (energies in eV, d level = 0, lattice constant = 1):
  t      nearest-neighbour d-d hopping, d band = -2 t (cos kx + cos ky)
  t_sd   s-d bond amplitude, + along x and - along y;  V = 2 t_sd
  Delta  s level;  t_s  nearest-neighbour s-s hopping (zero unless stated)
  h(R)   hopping defined by E(k) = sum_R h(R) exp(i k.R)
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import brentq

t, t_sd, Delta = 0.4, 0.5, 6.0
V = 2 * t_sd
doping = 0.16


def bloch_matrix(kx, ky, delta, t_d=t, t_s=0.0, direct=0.0):
    """Two-orbital Bloch matrix; 'direct' is a bare d-d hopping to (1,1)."""
    cx, cy = np.cos(kx), np.cos(ky)
    m = np.zeros(np.shape(cx * cy) + (2, 2))
    m[..., 0, 0] = -2 * t_d * (cx + cy) + 4 * direct * cx * cy
    m[..., 1, 1] = delta - 2 * t_s * (cx + cy)
    m[..., 0, 1] = m[..., 1, 0] = V * (cx - cy)
    return m


def bands_on_grid(n, delta, **options):
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return np.linalg.eigvalsh(bloch_matrix(kx, ky, delta, **options))


def band_hoppings(delta, **options):
    """Hoppings of the full lower band by Fourier transform."""
    return np.fft.ifft2(bands_on_grid(48, delta, **options)[..., 0]).real


def ratio(h):
    return h[1, 1] / h[2, 0]


def cluster_blocks(size, y_sign):
    """Periodic real-space cluster: d-d block and s-d block, bond by bond."""
    dd = np.zeros((size**2, size**2))
    sd = np.zeros_like(dd)
    for x in range(size):
        for y in range(size):
            here = x * size + y
            for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
                there = ((x + dx) % size) * size + (y + dy) % size
                dd[here, there] = -t
                sd[here, there] = t_sd if dx else y_sign * t_sd
    return dd, sd


# --- Real-space elimination of all s orbitals by a Schur complement ---
size = 8
identity = np.eye(size**2)
site_11, site_20 = size + 1, 2 * size
dd, sd = cluster_blocks(size, -1)
for energy in (-1.1, 0.0, 0.7):
    eff = dd + sd.T @ np.linalg.solve(energy * identity - Delta * identity, sd)
    gap = Delta - energy
    assert abs(eff[0, site_11] - 2 * t_sd**2 / gap) < 1e-12
    assert abs(eff[0, site_20] + t_sd**2 / gap) < 1e-12
    assert abs(eff[0, 0] + 4 * t_sd**2 / gap) < 1e-12
    assert abs(eff[0, site_11] / eff[0, site_20] + 2) < 1e-12

# An s-like coupling (same sign on all bonds) must give the opposite ratio.
dd_even, sd_even = cluster_blocks(size, +1)
eff_even = dd_even - sd_even.T @ sd_even / Delta
ratio_even = eff_even[0, site_11] / eff_even[0, site_20]
assert abs(ratio_even - 2) < 1e-12

# The bond-by-bond cluster has the spectrum of the Bloch matrix with V = 2 t_sd.
full = np.block([[dd, sd.T], [sd, Delta * identity]])
assert np.allclose(np.linalg.eigvalsh(full),
                   np.sort(bands_on_grid(size, Delta).ravel()), atol=1e-10)


# --- Full lower band against the expansion in 1/Delta ---
def third_order(delta):
    return (V**2 / (2 * delta) - 3 * V**4 / (2 * delta**3),
            -V**2 / (4 * delta) + V**4 / delta**3)


remainders = []
for delta in (20.0, 40.0):
    h = band_hoppings(delta)
    f11, f20 = third_order(delta)
    remainders.append((abs(h[1, 1] - f11), abs(h[2, 0] - f20)))
for component in (0, 1):          # a fifth-order remainder falls by about 32
    assert 28 < remainders[0][component] / remainders[1][component] < 36

h_far = band_hoppings(80.0)
slope = (ratio(h_far) + 2) * 80.0**2 / V**2
assert abs(slope + 2) < 0.02
assert abs(h_far[2, 1] * 80.0**2 / (-t * V**2 / 4) - 1) < 0.02

# Dispersion of d and s changes the ratio only in fourth order (factor 16).
for s_hop in (0.0, -0.3):
    shifts = [ratio(band_hoppings(d, t_s=s_hop))
              - ratio(band_hoppings(d, t_d=0.0)) for d in (40.0, 80.0)]
    assert 14 < shifts[0] / shifts[1] < 18


# --- Fermi energy and Fermi contour of the example ---
def fermi_energy(n):
    return np.quantile(bands_on_grid(n, Delta)[..., 0], (1 - doping) / 2)


E_F = fermi_energy(300)
assert abs(E_F - fermi_energy(200)) < 0.004
gap_F = Delta - E_F
on_F, h11_F, h20_F = (-4 * t_sd**2 / gap_F, 2 * t_sd**2 / gap_F,
                      -t_sd**2 / gap_F)
for ky in np.pi * np.array([0.3, 0.4, 0.5, 0.6]):
    kx = brentq(lambda q: np.linalg.eigvalsh(
        bloch_matrix(q, ky, Delta))[0] - E_F, 0.0, np.pi, xtol=1e-13)
    one_band = (on_F - 2 * t * (np.cos(kx) + np.cos(ky))
                + 4 * h11_F * np.cos(kx) * np.cos(ky)
                + 2 * h20_F * (np.cos(2 * kx) + np.cos(2 * ky)))
    assert abs(one_band - E_F) < 1e-9

# --- Worked example and size of neglected effects ---
h = band_hoppings(Delta)
lead11, lead20 = 2 * t_sd**2 / Delta, -t_sd**2 / Delta
third11, third20 = third_order(Delta)
assert abs(ratio(h) + 2) < 0.1
levels, states = np.linalg.eigh(bloch_matrix(np.pi, 0.0, Delta))
antinode_lead = -(2 * V)**2 / Delta
all_bands = bands_on_grid(200, Delta)
width = np.ptp(all_bands[..., 0])
s_bottom = all_bands[..., 1].min()
assert s_bottom > all_bands[..., 0].max()

t_s_try, direct_try, t_z, U, T = 0.3, 0.01, 0.3, 4.0, 300.0
ratio_s = ratio(band_hoppings(Delta, t_s=t_s_try))
ratio_direct = ratio(band_hoppings(Delta, direct=direct_try))
plane = bloch_matrix(np.pi, 0.0, Delta)
between = np.diag([0.0, -t_z])
bilayer = np.linalg.eigvalsh(np.block([[plane, between], [between, plane]]))
splitting = bilayer[1] - bilayer[0]
kT = k_boltzmann * T / e_charge


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("d-d nearest-neighbour hopping t", t, 2, "eV")
show("s-d bond amplitude t_sd", t_sd, 2, "eV")
show("coupling V = 2 t_sd", V, 2, "eV")
show("s level Delta above d level", Delta, 2, "eV")
show("hole doping per site", doping, 2)
show("leading h(1,1)", 1e3 * lead11, 2, "meV")
show("leading h(2,0)", 1e3 * lead20, 2, "meV")
show("leading ratio h(1,1)/h(2,0)", lead11 / lead20, 3)
show("leading on-site shift", -4e3 * t_sd**2 / Delta, 2, "meV")
show("ratio for s-like coupling cos kx + cos ky", ratio_even, 3)
show("third-order h(1,1)", 1e3 * third11, 2, "meV")
show("third-order h(2,0)", 1e3 * third20, 2, "meV")
show("full-band h(1,1)", 1e3 * h[1, 1], 2, "meV")
show("full-band h(2,0)", 1e3 * h[2, 0], 2, "meV")
show("full-band ratio", ratio(h), 4)
show("V^2/Delta^2", V**2 / Delta**2, 4)
show("ratio from -2(1 + V^2/Delta^2)", -2 * (1 + V**2 / Delta**2), 4)
show("(ratio + 2) Delta^2/V^2 at Delta = 80 eV", slope, 4)
show("full-band h(2,1)", 1e3 * h[2, 1], 2, "meV")
show("leading h(2,1) = -t V^2/(4 Delta^2)",
     -1e3 * t * V**2 / (4 * Delta**2), 2, "meV")
show("Fermi energy from d level", E_F, 2, "eV")
show("h(1,1) eliminated at the Fermi energy", 1e3 * h11_F, 1, "meV")
show("h(2,0) eliminated at the Fermi energy", 1e3 * h20_F, 1, "meV")
show("antinode (pi,0) energy, two-band model", levels[0], 4, "eV")
show("antinode (pi,0) energy, leading order", antinode_lead, 4, "eV")
show("s weight of lower band at antinode", states[1, 0]**2, 4)
show("lower-band width", width, 2, "eV")
show("trial s-s hopping t_s", t_s_try, 2, "eV")
show("full-band ratio with trial t_s", ratio_s, 4)
show("trial direct d-d hopping to (1,1)", 1e3 * direct_try, 1, "meV")
show("full-band ratio with trial direct hopping", ratio_direct, 3)
show("trial s-s hopping between two planes", t_z, 2, "eV")
show("resulting antinode splitting of two planes", 1e3 * splitting, 1, "meV")
show("temperature", T, 0, "K")
show("thermal energy kT", 1e3 * kT, 1, "meV")
show("(s-band bottom - Fermi energy)/kT", (s_bottom - E_F) / kT, 0)
show("rough on-site repulsion U", U, 1, "eV")
show("U / lower-band width", U / width, 2)
print("every check passed")
```

It prints:

```
d-d nearest-neighbour hopping t: 0.40 eV
s-d bond amplitude t_sd: 0.50 eV
coupling V = 2 t_sd: 1.00 eV
s level Delta above d level: 6.00 eV
hole doping per site: 0.16
leading h(1,1): 83.33 meV
leading h(2,0): -41.67 meV
leading ratio h(1,1)/h(2,0): -2.000
leading on-site shift: -166.67 meV
ratio for s-like coupling cos kx + cos ky: 2.000
third-order h(1,1): 76.39 meV
third-order h(2,0): -37.04 meV
full-band h(1,1): 77.35 meV
full-band h(2,0): -37.76 meV
full-band ratio: -2.0482
V^2/Delta^2: 0.0278
ratio from -2(1 + V^2/Delta^2): -2.0556
(ratio + 2) Delta^2/V^2 at Delta = 80 eV: -1.9982
full-band h(2,1): -2.50 meV
leading h(2,1) = -t V^2/(4 Delta^2): -2.78 meV
Fermi energy from d level: -0.50 eV
h(1,1) eliminated at the Fermi energy: 77.0 meV
h(2,0) eliminated at the Fermi energy: -38.5 meV
antinode (pi,0) energy, two-band model: -0.6056 eV
antinode (pi,0) energy, leading order: -0.6667 eV
s weight of lower band at antinode: 0.0840
lower-band width: 3.20 eV
trial s-s hopping t_s: 0.30 eV
full-band ratio with trial t_s: -2.0487
trial direct d-d hopping to (1,1): 10.0 meV
full-band ratio with trial direct hopping: -2.317
trial s-s hopping between two planes: 0.30 eV
resulting antinode splitting of two planes: 50.5 meV
temperature: 300 K
thermal energy kT: 25.9 meV
(s-band bottom - Fermi energy)/kT: 251
rough on-site repulsion U: 4.0 eV
U / lower-band width: 1.25
every check passed
```
